Coulomb-blockade peak heights: single-level 1/T law and metallic plateau, part 1

(Sections cited here and not found follow in the second part.)

## First half: one level, and how far it can be trusted

### The situation

A small island of electrons, a quantum dot, is connected to two metallic leads through tunnel barriers. A nearby gate electrode shifts the electrostatic potential of the island. When the gate voltage is swept and a very small bias is applied between the leads, the conductance is nearly zero over most of the sweep and rises in a series of peaks. Between peaks the number of electrons on the island is fixed, because changing it costs charging energy. At a peak, two successive electron numbers have nearly the same energy, and electrons can pass one at a time.

Now cool the leads and the dot together. In one dot the peaks become narrower and taller. In another they become narrower but keep their height. Both dots show Coulomb blockade, and in both the thermal energy is far below the charging energy. The question is what decides between the two behaviours, and what the peaks look like in each case.

The simplest case is a dot in which one orbital level does all the work.

### One level: assumptions and rates

Let U(N) be the electrostatic energy of N electrons on the dot, including the effect of the gate. In the constant-interaction model used here, U depends on N but not on which levels are filled, and its second difference is e²/C, where C is the total capacitance of the dot. If the next electron enters a level of energy E, the energy needed to add it, measured from the Fermi level of the leads, is

δ = E + U(N+1) − U(N).     (1)

The gate voltage changes δ linearly, so a sweep of the gate is a sweep of δ, and the resonance sits near δ = 0.

Two charge states suffice near the peak. Adding one more electron after the first costs about δ + e²/C, and removing one from the N-electron dot costs about e²/C − δ. Both are improbable when kT ≪ e²/C. One level suffices when ΔE − |δ| is also large compared with kT, where ΔE is the level spacing, and the neighbouring levels have comparable tunnel rates. At the centre of the peak a neighbour's relative contribution is of order e^{−ΔE/kT}, and on the flanks it grows to order e^{−(ΔE−|δ|)/kT}, as the second half shows. A much stronger coupling to the leads can offset these factors. The level is assumed to be nondegenerate, spin included, as when a magnetic field separates the two spin states by much more than kT.

Let Γ_l and Γ_r be the rates at which an electron in the level would escape into an empty left or right lead. The golden rule gives the rate of each process as Γ_a times the probability that the lead can supply or accept the electron at the energy concerned:

rate in from lead a = Γ_a f_a,
rate out to lead a = Γ_a (1 − f_a).

Here f_a is the Fermi function of lead a at the energy of the level. I take Γ_a to be independent of energy over a few kT, and independent of temperature. The rates describe isolated tunnelling events, which requires the lifetime width ħ(Γ_l + Γ_r) to be far below kT. This half returns to that condition below.

### Stationary current

Let p be the probability that the level is occupied. Electrons enter if it is empty and leave if it is full:

dp/dt = Σ_a Γ_a [f_a (1 − p) − (1 − f_a) p] = Σ_a Γ_a (f_a − p).

The two products f_a p cancel, which makes the equation linear in a simple way. In the stationary state dp/dt = 0, so

p = (Γ_l f_l + Γ_r f_r)/(Γ_l + Γ_r).     (2)

The level takes the average of the two lead occupations, weighted by the coupling. I count the current as positive when electrons flow from left to right, and take e > 0. The current through the left barrier is then

I = e Γ_l [f_l (1 − p) − (1 − f_l) p] = e Γ_l (f_l − p).

From (2),

f_l − p = [(Γ_l + Γ_r) f_l − Γ_l f_l − Γ_r f_r]/(Γ_l + Γ_r) = Γ_r (f_l − f_r)/(Γ_l + Γ_r).

Hence

I = e γ (f_l − f_r),   γ = Γ_l Γ_r/(Γ_l + Γ_r).     (3)

The combination γ is the rate of two barriers in series: 1/γ = 1/Γ_l + 1/Γ_r. If one barrier is much more opaque than the other, γ tends to the smaller rate, as it should. The current through the right barrier is e Γ_r (p − f_r), and inserting (2) gives the same result, so no charge accumulates.

### Small bias

Write the equilibrium Fermi function as f(δ) = 1/(1 + e^{δ/kT}). Raise the electrochemical potential of the left lead by eV and leave the right lead unchanged. To first order in V,

f_l = f(δ − eV) = f(δ) − eV f′(δ),   f_r = f(δ).

The bias may also pull the level itself by some fraction κ of eV through the capacitances. Then δ is replaced by δ + κeV in both Fermi functions. Their difference is already of first order, so evaluating f′ at the shifted energy changes the current only at second order. The linear conductance does not contain κ:

G = I/V = e² γ [−f′(δ)].     (4)

The derivative follows from

−f′(δ) = (1/kT) e^{δ/kT}/(1 + e^{δ/kT})² = f(1 − f)/kT.

Multiply numerator and denominator by e^{−δ/kT}. The denominator becomes (e^{−δ/2kT} + e^{δ/2kT})² = 4 cosh²(δ/2kT), so

G = (e²γ/4kT) cosh⁻²(δ/2kT).     (5)

This is the single-level peak. Its maximum at δ = 0 is

G_max = e²γ/4kT.     (6)

### Reading the result

The factor f(1 − f) has a direct meaning. An electron can pass only if the level is sometimes empty and a lead electron is available at its energy. At resonance each probability is 1/2, which gives the 1/4. The factor 1/kT appears because a small bias eV changes the lead occupation at the level by a fraction of order eV/kT. At resonance, warmer leads have a less steep Fermi step, so the same bias produces a smaller difference in occupation. On the flanks of the peak warming can do the opposite, because it also widens the step.

The area under the peak gives another view. Since f falls from 1 to 0 as δ runs from −∞ to ∞,

∫ G dδ = e²γ ∫ (−f′) dδ = e²γ.     (7)

The area does not depend on temperature. Cooling compresses the peak in proportion to T, so its height must rise as 1/T.

For the full width at half maximum, set cosh²(δ/2kT) = 2. Then δ = ±2kT arcosh(√2), and

FWHM = 4 arcosh(√2) kT ≈ 3.53 kT.

Far from the centre, for |δ| ≫ kT, cosh⁻²(δ/2kT) ≈ 4e^{−|δ|/kT}, so G ≈ (e²γ/kT)e^{−|δ|/kT}. On one side the level is almost always full, and on the other it is almost always empty. Transport is thermally activated on both. In a dot with neighbouring levels this form of the tail holds only while ΔE − |δ| ≫ kT.

### Numbers for one level

Take round model parameters: Γ_l = 2.0×10⁷ s⁻¹ and Γ_r = 6.0×10⁷ s⁻¹. Then

γ = (2.0 × 6.0/8.0) × 10⁷ s⁻¹ = 1.50×10⁷ s⁻¹,

and hγ = 0.0620 µeV. At 100 mK, kT = 8.617 µeV. In units of the conductance quantum,

G_max/(e²/h) = hγ/4kT = 0.0620/(4 × 8.617) = 0.00180.

This corresponds to 69.7 nS. At 200 mK the height is 34.9 nS, and at 400 mK it is 17.4 nS. The width at half maximum is 30.4 µeV at 100 mK and 121.5 µeV at 400 mK. At 100 mK, moving the level by 2kT, or 17.2 µeV, reduces the conductance to 0.420 of its maximum. Moving it by 4kT leaves 0.071.

### First limit: the level has a finite lifetime

The rate equation treats the level as infinitely sharp. For a single level without interaction partners this can be checked by treating the electron as a wave. Let Γ = Γ_l + Γ_r, and let a be the amplitude in the level when a wave of energy E and unit flux arrives from the left. The amplitude decays as e^{−Γt/2}, because its square decays at rate Γ. With a drive strength √Γ_l from the incoming wave,

(E − δ + iħΓ/2) a = ħ√Γ_l.

The outgoing flux on the right is Γ_r|a|², so the transmission probability is

𝒯(E) = ħ²Γ_lΓ_r/[(E − δ)² + (ħΓ/2)²].     (8)

The drive strength is the right one if flux is conserved. The reflected amplitude is the direct wave plus the wave leaking back from the level:

r = 1 − i√Γ_l a = [E − δ + iħ(Γ_r − Γ_l)/2]/[E − δ + iħΓ/2].

Because (Γ_l + Γ_r)² − (Γ_r − Γ_l)² = 4Γ_lΓ_r, this gives |r|² = 1 − 𝒯, as required.

One incoming channel supplies dE/h electrons per unit time in an energy interval dE, multiplied by the occupation. This is density of states times velocity in one dimension. The net current is (e/h)∫𝒯(f_l − f_r)dE, and for small bias

G = (e²/h) ∫ 𝒯(E) [−f′(E)] dE.     (9)

The area of the Lorentzian (8) is ħ²Γ_lΓ_r × π/(ħΓ/2) = 2πħγ = hγ. If it is much narrower than kT, −f′ may be taken at E = δ, and (9) becomes e²γ[−f′(δ)]. This is (4), reached without a rate equation.

Equation (9) also shows where (5) fails. Write 𝒯 = hγL, where L is a Lorentzian of unit area. At resonance G is e²γ times an average of −f′, and an average cannot exceed the maximum. Broadening therefore lowers the peak. In the example ħΓ = 0.0527 µeV, and at 100 mK the peak is lowered by 0.17% relative to (6).

The tail is more sensitive. For δ ≫ kT, electrons near the Fermi level see the wing L ≈ ħΓ/2πδ², which adds a conductance e²γħΓ/2πδ². Relative to the activated tail (e²γ/kT)e^{−δ/kT}, the added part is

(ħΓ kT/2πδ²) e^{δ/kT}.

At δ = 10kT and 100 mK this is 0.0527/8.617 × e¹⁰/(2π × 100) ≈ 0.21. The full integral (9) gives 1.24 times the value of (5). At 15kT it gives about 16 times that value. The cosh⁻² law describes the peak and its near flanks, and the algebraic wing eventually takes over. In an interacting dot with many levels, virtual processes through other levels also contribute off resonance, and (8) does not contain them.

The growth on cooling also ends. The full width of −f′ in (9) is 3.53kT and that of 𝒯 is ħΓ. When kT falls far below ħΓ, −f′ becomes much narrower than 𝒯, and the height tends to 4Γ_lΓ_r/Γ² in units of e²/h, a constant of this noninteracting model.

### Second limit: the level is a spin pair

Suppose two spin states have the same energy and the same rates, while charging still forbids double occupation. Let p₀ be the probability of an empty pair and p₁ that of one electron in either state. There are two ways in and one way out. With F = (Γ_l f_l + Γ_r f_r)/Γ,

dp₁/dt = Γ [2F p₀ − (1 − F) p₁].

Together with p₀ + p₁ = 1, the stationary state is

p₀ = (1 − F)/(1 + F),   p₁ = 2F/(1 + F).

The current through the left barrier is

I = eΓ_l [2f_l p₀ − (1 − f_l)p₁] = 2eΓ_l [f_l(1 − F) − (1 − f_l)F]/(1 + F) = 2eΓ_l (f_l − F)/(1 + F).

As before, Γ_l(f_l − F) = γ(f_l − f_r). To first order in V the denominator takes its equilibrium value 1 + f, and

G = (2e²γ/kT) f(1 − f)/(1 + f).

With x = δ/kT, f(1 − f)/(1 + f) = e^x/[(1 + e^x)(2 + e^x)] = 1/(3 + e^x + 2e^{−x}). Finally, e^x + 2e^{−x} = 2√2 cosh(x − ½ ln 2), so

G = (e²γ/kT) · 2/[3 + 2√2 cosh(x − ½ ln 2)].     (10)

The height still scales as 1/T, but the peak is no longer a cosh⁻² curve centred on δ = 0. Its centre lies at δ = ½ ln 2 · kT ≈ 0.347kT, and its height is 8/(3 + 2√2) ≈ 1.373 times the nondegenerate value (6). The shift has an entropic origin: one electron can occupy the pair in two ways, so the occupied state stays competitive when the level lies slightly above the Fermi level. The pure cosh⁻² form belongs to the nondegenerate level, while the 1/T height survives this degeneracy.

## Second half: many levels and the metallic peak

### What is carried over

The rates Γ_l and Γ_r describe escape from a level to the left and right lead, and γ = Γ_lΓ_r/(Γ_l + Γ_r) is their series combination. The energy δ is what the next electron costs, measured from the Fermi level of the leads, and x = δ/kT. The Fermi function is f(ε) = 1/(1 + e^{ε/kT}). U(N) is the charging energy, with second difference e²/C, and ΔE is the spacing of the dot levels. For kT ≪ ΔE − |δ|, and where lifetime broadening is negligible, a nondegenerate level gives

G = (e²γ/4kT) cosh⁻²(δ/2kT),

with height e²γ/4kT. The first electron entering a spin pair gives equation (10); for the second electron the peak is its mirror image, with δ replaced by −δ.

If the spacing is reduced until many levels lie within kT of the Fermi level, one electron may enter through one level while the next to leave comes from another. The levels cannot simply be added as independent channels, because they share one charge. A rate equation for the whole dot is needed.

For a single nondegenerate level with negligible lifetime broadening, cooling narrows the peak in proportion to T and raises its height as 1/T. What remains is to set up the rate equation for the whole dot and find the peak when many levels lie within kT of the Fermi level.

All numerical values are calculated from the stated model.
